# Coulomb-Metric Density Fitting and Dunlap's Robust Formula for Self-Repulsion: a program that tests the result

```python
"""
Result under test (atomic units, (f|g) = double integral of f g / distance):
with U = (rho|rho)/2, fit rhofit = sum_P c_P P and residual d = rho - rhofit,
  unconstrained Coulomb-metric fit:  U - U[rhofit] = (d|d)/2 >= 0
  any fit, plain value:              U - U[rhofit] = (d|rhofit) + (d|d)/2
  any fit, robust value:             U - [(rho|rhofit) - (rhofit|rhofit)/2]
                                     = (d|d)/2
Part A: one Gaussian fitted by another, where the order can be read off.
Part B: hydrogen fluoride, RHF/def2-SVP density, even-tempered fitting sets.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve, eigvalsh
from pyscf import gto, scf, dft, df

# ---------- Part A: Gaussian model, integrals from their definitions ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2
r_max = 9.0
r = r_max * unit_nodes
wr = r_max * unit_weights


def gaussian(exponent, radius):
    return (exponent / np.pi) ** 1.5 * np.exp(-exponent * radius**2)


def enclosed_charge(exponent):
    s = r[:, None] * unit_nodes[None, :]
    return r * ((4 * np.pi * s**2 * gaussian(exponent, s)) @ unit_weights)


def coulomb(a, b):
    """Shell theorem: each shell sees the charge enclosed by it."""
    return np.sum(wr * 4 * np.pi * r * (gaussian(a, r) * enclosed_charge(b)
                                        + gaussian(b, r) * enclosed_charge(a)))


def overlap(a, b):
    return np.sum(wr * 4 * np.pi * r**2 * gaussian(a, r) * gaussian(b, r))


def fourier_half_norm(b, c):
    """(d|d)/2 in k space for d = gaussian(b) - c*gaussian(1)."""
    f = lambda k: (np.exp(-k**2 / (4 * b)) - c * np.exp(-k**2 / 4)) ** 2
    return quad(f, 0, 40, epsabs=1e-13, epsrel=1e-11, limit=200)[0] / np.pi


eps = sp.symbols("eps")
x_sym = 1 + eps
y_sym = 2 * x_sym / (1 + x_sym)
formulas = [sp.sqrt(x_sym) - y_sym,
            sp.sqrt(x_sym) - y_sym**3,
            sp.sqrt(x_sym) - 2 * y_sym**2 + y_sym**3]
series = [sp.series(f, eps, 0, 3).removeO() for f in formulas]
assert sp.simplify(series[0] - eps**2 / 8) == 0
assert series[1].coeff(eps, 0) == 0 and series[1].coeff(eps, 1) == -1
assert sp.simplify(series[2] - 3 * eps**2 / 8) == 0

u_unit = 0.5 * coulomb(1.0, 1.0)
print(f"Model: U of unit Gaussian, exponent 1: {u_unit:.6f} hartree")
print("Model: series of relative errors, Coulomb; plain overlap; robust overlap:")
print("  ", series[0], ";", series[1], ";", series[2])
print("Model relative errors (dimensionless): eps, Coulomb, plain, robust")
for e in (-0.2, -0.1, -0.05, 0.05, 0.1, 0.2):
    b = 1 + e
    u_true = 0.5 * coulomb(b, b)
    c_coul = coulomb(1.0, b) / coulomb(1.0, 1.0)
    c_over = overlap(1.0, b) / overlap(1.0, 1.0)
    err = np.array([u_true - c_coul**2 * u_unit,
                    u_true - c_over**2 * u_unit,
                    u_true - c_over * coulomb(1.0, b) + c_over**2 * u_unit])
    closed = np.array([float(f.subs(eps, e)) for f in formulas])
    assert np.allclose(err / u_unit, closed, atol=1e-9)
    assert abs(err[0] - fourier_half_norm(b, c_coul)) < 1e-9
    assert abs(err[2] - fourier_half_norm(b, c_over)) < 1e-9
    assert err[0] > 0 and err[2] > err[0] and err[1] * e < 0
    print(f"  {e:+.2f}  {err[0]/u_unit:.3e}  {err[1]/u_unit:+.3e}"
          f"  {err[2]/u_unit:.3e}")

# ---------- Part B: hydrogen fluoride ----------
bond = 1.75
mol = gto.M(atom=f"H 0 0 0; F 0 0 {bond}", unit="Bohr", basis="def2-svp",
            verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
n_elec = mol.nelectron
nao = mol.nao_nr()
eri = mol.intor("int2e").reshape(nao**2, nao**2)
u_exact = 0.5 * dm.ravel() @ eri @ dm.ravel()
sigma3 = np.outer(mf.mo_coeff[:, 2], mf.mo_coeff[:, 2])

grids = dft.gen_grid.Grids(mol)
grids.atom_grid = {"H": (60, 302), "F": (80, 434)}
grids.build()
keep = grids.weights != 0
points, w = grids.coords[keep], grids.weights[keep]
ao = mol.eval_gto("GTOval_sph", points)
rho = np.einsum("gi,ij,gj->g", ao, dm, ao, optimize=True)
rho_sigma3 = (ao @ mf.mo_coeff[:, 2]) ** 2
chunks = [slice(i, i + 4000) for i in range(0, len(w), 4000)]
probes = [gto.fakemol_for_charges(points[s]) for s in chunks]
v_rho = np.concatenate([
    np.einsum("ijg,ij->g", df.incore.aux_e2(mol, p, "int3c2e"), dm)
    for p in probes])

# angular momentum, smallest exponent, largest exponent (bohr^-2)
ranges = {"F": [(0, 0.3, 3000.0), (1, 0.3, 80.0), (2, 0.3, 20.0)],
          "H": [(0, 0.25, 30.0), (1, 0.3, 5.0)]}


def even_tempered(ratio):
    basis = {}
    for atom, rows in ranges.items():
        basis[atom] = []
        for l, low, high in rows:
            exponent = low
            while exponent <= high:
                basis[atom].append([l, [exponent, 1.0]])
                exponent *= ratio
    return basis


print(f"HF molecule: separation {bond:.2f} bohr, {n_elec} electrons,"
      f" {nao} orbital functions")
print(f"RHF total energy: {mf.e_tot:.6f} hartree")
print(f"Self-repulsion U from four-centre integrals: {u_exact:.6f} hartree")
for atom, rows in ranges.items():
    for l, low, high in rows:
        print(f"Fitting set {atom}, l={l}: exponents from {low} up to at most"
              f" {high} bohr^-2")

to_kj = (constants.physical_constants["Hartree energy"][0]
         * constants.N_A / 1000)
for ratio in (4.0, 3.0, 2.0):
    aux = df.make_auxmol(mol, auxbasis=even_tempered(ratio))
    naux = aux.nao_nr()
    J = aux.intor("int2c2e")
    S = aux.intor("int1e_ovlp")
    three_coul = df.incore.aux_e2(mol, aux, "int3c2e").reshape(nao**2, naux)
    three_over = df.incore.aux_e2(mol, aux, "int3c1e").reshape(nao**2, naux)
    b = dm.ravel() @ three_coul
    aux_values = aux.eval_gto("GTOval_sph", points)
    aux_pot = np.concatenate([gto.intor_cross("int2c2e", aux, p).T
                              for p in probes])

    # charge of each fitting function; only s functions carry charge
    charge = np.zeros(naux)
    start = aux.ao_loc_nr()
    for shell in range(aux.nbas):
        if aux.bas_angular(shell) == 0:
            z = aux.bas_exp(shell)[0]
            charge[start[shell]] = (2 * z / np.pi) ** 0.75 * (np.pi / z) ** 1.5
    assert np.allclose(w @ aux_values, charge, atol=1e-3)

    c_coul = solve(J, b, assume_a="pos")
    c_over = solve(S, dm.ravel() @ three_over, assume_a="pos")
    j_inv_charge = solve(J, charge, assume_a="pos")
    lam = (n_elec - charge @ c_coul) / (charge @ j_inv_charge)
    c_cons = c_coul + lam * j_inv_charge
    assert abs(charge @ c_cons - n_elec) < 1e-8

    print(f"Exponent ratio {ratio:.0f}: {naux} fitting functions; errors in"
          " millihartree")
    robust_errors = {}
    for name, c in (("Coulomb", c_coul), ("overlap", c_over),
                    ("constrained", c_cons)):
        plain = u_exact - 0.5 * c @ J @ c
        robust = u_exact - (b @ c - 0.5 * c @ J @ c)
        # residual and its potential in real space, from the definition
        residual = rho - aux_values @ c
        v_residual = v_rho - aux_pot @ c
        half_norm = 0.5 * np.sum(w * residual * v_residual)
        linear = np.sum(w * residual * (aux_pot @ c))
        assert abs(robust - half_norm) < 2e-6 + 1e-3 * half_norm
        assert abs(plain - linear - half_norm) < 3e-5 + 1e-3 * abs(plain)
        assert robust > 0
        if name == "Coulomb":
            assert abs(linear) < 3e-5 and abs(plain - robust) < 1e-8
        if name == "constrained":
            assert abs(linear + lam * n_elec) < 3e-5 + 1e-3 * abs(linear)
        robust_errors[name] = robust
        print(f"  {name:11s} plain {1e3*plain:+.5f}  robust {1e3*robust:.5f}"
              f"  quadrature (d|d)/2 {1e3*half_norm:.5f}")
        if ratio == 3.0:
            print(f"    linear term (d|fit) by quadrature: {1e3*linear:+.4f}"
                  " millihartree")
            print(f"    plain, robust error: {to_kj*plain:+.4f},"
                  f" {to_kj*robust:.4f} kJ/mol")
    assert robust_errors["overlap"] > robust_errors["Coulomb"]
    assert robust_errors["constrained"] > robust_errors["Coulomb"]

    if ratio == 3.0:
        print(f"  charge of Coulomb fit {charge @ c_coul:.6f} e, multiplier"
              f" {lam:.4e} hartree/e")
        # mutual repulsion of the total density and the 3-sigma density
        c2 = solve(S, sigma3.ravel() @ three_over, assume_a="pos")
        b2 = sigma3.ravel() @ three_coul
        mutual = dm.ravel() @ eri @ sigma3.ravel()
        mutual_error = mutual - (c_over @ b2 + b @ c2 - c_over @ J @ c2)
        mutual_grid = np.sum(w * (rho_sigma3 - aux_values @ c2)
                             * (v_rho - aux_pot @ c_over))
        assert abs(mutual_error - mutual_grid) < 5e-6 + 1e-3 * abs(mutual_error)
        print(f"  robust error of (rho|3sigma), overlap fit:"
              f" {1e3*mutual_error:+.5f} millihartree")

        # sign tests over every density that the orbital pairs can form
        rows, cols = np.tril_indices(nao)
        pair = rows * nao + cols
        M = eri[np.ix_(pair, pair)]
        B = three_coul[pair]
        C = solve(S, three_over[pair].T, assume_a="pos").T
        M_coul = B @ solve(J, B.T, assume_a="pos")
        M_plain = C @ J @ C.T
        M_robust = C @ B.T + B @ C.T - M_plain
        spectra = {}
        for label, matrix in (("error, Coulomb fit", M - M_coul),
                              ("error, plain overlap", M - M_plain),
                              ("error, robust overlap", M - M_robust),
                              ("integrals, Coulomb fit", M_coul),
                              ("integrals, robust overlap", M_robust)):
            values = eigvalsh((matrix + matrix.T) / 2)
            spectra[label] = values
            print(f"  {len(pair)} pairs, {label}: eigenvalues"
                  f" {values[0]:+.2e} to {values[-1]:+.2e} hartree")
        assert spectra["error, Coulomb fit"][0] > -1e-9
        assert spectra["error, robust overlap"][0] > -1e-9
        assert spectra["integrals, Coulomb fit"][0] > -1e-9
        assert spectra["error, plain overlap"][0] < -1e-6
        assert spectra["error, plain overlap"][-1] > 1e-6
        assert spectra["integrals, robust overlap"][0] < -1e-6

print("OK")
```

Output:

```
Model: U of unit Gaussian, exponent 1: 0.398942 hartree
Model: series of relative errors, Coulomb; plain overlap; robust overlap:
   eps**2/8 ; -eps**2/8 - eps ; 3*eps**2/8
Model relative errors (dimensionless): eps, Coulomb, plain, robust
  -0.20  5.538e-03  +1.921e-01  1.651e-02
  -0.10  1.315e-03  +9.841e-02  3.939e-03
  -0.05  3.205e-04  +4.965e-02  9.611e-04
  +0.05  3.048e-04  -5.027e-02  9.142e-04
  +0.10  1.190e-03  -1.010e-01  3.565e-03
  +0.20  4.536e-03  -2.028e-01  1.355e-02
HF molecule: separation 1.75 bohr, 10 electrons, 19 orbital functions
RHF total energy: -99.932035 hartree
Self-repulsion U from four-centre integrals: 55.834340 hartree
Fitting set F, l=0: exponents from 0.3 up to at most 3000.0 bohr^-2
Fitting set F, l=1: exponents from 0.3 up to at most 80.0 bohr^-2
Fitting set F, l=2: exponents from 0.3 up to at most 20.0 bohr^-2
Fitting set H, l=0: exponents from 0.25 up to at most 30.0 bohr^-2
Fitting set H, l=1: exponents from 0.3 up to at most 5.0 bohr^-2
Exponent ratio 4: 55 fitting functions; errors in millihartree
  Coulomb     plain +3.21522  robust 3.21522  quadrature (d|d)/2 3.21520
  overlap     plain -740.15062  robust 20.04986  quadrature (d|d)/2 20.04981
  constrained plain +39.34191  robust 3.24101  quadrature (d|d)/2 3.24099
Exponent ratio 3: 61 fitting functions; errors in millihartree
  Coulomb     plain +0.47546  robust 0.47546  quadrature (d|d)/2 0.47547
    linear term (d|fit) by quadrature: +0.0022 millihartree
    plain, robust error: +1.2483, 1.2483 kJ/mol
  overlap     plain -210.92729  robust 1.44889  quadrature (d|d)/2 1.44890
    linear term (d|fit) by quadrature: -212.3739 millihartree
    plain, robust error: -553.7895, 3.8041 kJ/mol
  constrained plain +17.42131  robust 0.48130  quadrature (d|d)/2 0.48131
    linear term (d|fit) by quadrature: +16.9422 millihartree
    plain, robust error: +45.7396, 1.2637 kJ/mol
  charge of Coulomb fit 10.006889 e, multiplier -1.6940e-03 hartree/e
  robust error of (rho|3sigma), overlap fit: +0.80417 millihartree
  190 pairs, error, Coulomb fit: eigenvalues -4.47e-18 to +1.24e-01 hartree
  190 pairs, error, plain overlap: eigenvalues -5.77e-01 to +3.44e-01 hartree
  190 pairs, error, robust overlap: eigenvalues -9.10e-18 to +1.24e-01 hartree
  190 pairs, integrals, Coulomb fit: eigenvalues -1.55e-15 to +1.76e+01 hartree
  190 pairs, integrals, robust overlap: eigenvalues -1.51e-02 to +1.76e+01 hartree
Exponent ratio 2: 98 fitting functions; errors in millihartree
  Coulomb     plain +0.14523  robust 0.14523  quadrature (d|d)/2 0.14522
  overlap     plain +57.90140  robust 0.29553  quadrature (d|d)/2 0.29553
  constrained plain -3.20252  robust 0.14547  quadrature (d|d)/2 0.14547
OK
```
